# Late-Time Nucleus Count and Incubation Delay from Kashchiev's Transient Nucleation Rate: a program that tests the result

```python
"""
Result under test: for Kashchiev's transient nucleation rate
    I(t) = I_s [1 + 2 sum_{n>=1} (-1)^n exp(-n^2 t/tau)]
the accumulated count tends to I_s (t - pi^2 tau/6) at late times.
I_s: steady rate; tau: time constant; delay = pi^2 tau/6.
The excess of the count over the straight line, divided by I_s,
lies between zero and 2 tau exp(-t/tau).
Example: lateral epitaxy and random nucleation in amorphous silicon.
All material parameters are rough typical values.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge, zero_Celsius
from scipy.integrate import quad, trapezoid, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

DELAY = np.pi**2 / 6  # apparent delay in units of tau


def rate_series(x):
    """I/I_s from the late-time series; x = t/tau > 0."""
    n = np.arange(1, 101)
    return 1 + 2 * np.sum((-1.0)**n * np.exp(-n**2 * x))


def rate_early(x):
    """I/I_s from the Poisson-transformed series."""
    if x <= 0:
        return 0.0
    odd = 2 * np.arange(0, 30) + 1
    return 2 * np.sqrt(np.pi / x) * np.sum(
        np.exp(-odd**2 * np.pi**2 / (4 * x)))


def rate(x):
    return rate_early(x) if x < 1 else rate_series(x)


def count(x):
    """N/(I_s tau) from the integrated series."""
    n = np.arange(1, 2001)
    return x - DELAY - 2 * np.sum((-1.0)**n / n**2 * np.exp(-n**2 * x))


# Two forms of the rate, and the count by direct quadrature
for x in (0.3, 0.7, 1.0, 2.0, 4.0):
    assert abs(rate_series(x) - rate_early(x)) < 1e-11
    integral = quad(rate_early, 0, x, epsabs=1e-11, limit=200)[0]
    assert abs(integral - count(x)) < 1e-6
lost_time = quad(lambda x: 1 - rate(x), 0, 1, epsabs=1e-11)[0]
lost_time += quad(lambda x: 1 - rate(x), 1, 40, epsabs=1e-11)[0]
assert abs(lost_time - DELAY) < 1e-8

# Bounds on the distance from the straight line
for x in (0.2, 0.5, 1.0, 2.0, 3.0, 5.0):
    excess = count(x) - (x - DELAY)
    assert 0 < excess < 2 * np.exp(-x)

# Error made by a tangent drawn at a finite time
x = 8.0
shift_exact = DELAY - (x - count(x) / rate(x))
shift_estimate = 2 * np.exp(-x) * (x - DELAY + 1)
assert abs(shift_exact / shift_estimate - 1) < 2e-3

# Diffusion across a slab (width 1, diffusivity 1), by finite differences
cells = 401
step = 1 / cells
nodes = np.arange(1, cells) * step
decay, modes = eigh_tridiagonal(
    np.full(cells - 1, 2 / step**2), np.full(cells - 2, -1 / step**2))
amplitude = modes.T @ (1 - nodes)
left = cells // 2 - 1
mode_flux = (modes[left] - modes[left + 1]) / step * amplitude
tau_slab = 1 / (4 * np.pi**2)
grid = np.linspace(0, 12, 6001)
slab_rate = 1 - np.exp(-np.outer(grid * tau_slab, decay)) @ mode_flux
slab_count = cumulative_trapezoid(slab_rate, grid, initial=0)
for x in (0.3, 0.6, 1.0, 2.0, 4.0):
    i = int(round(x / (grid[1] - grid[0])))
    assert abs(slab_rate[i] - rate(x)) < 2e-4
    assert abs(slab_count[i] - count(x)) < 3e-4
late = grid >= 10
slope, offset = np.polyfit(grid[late], slab_count[late], 1)
slab_delay = -offset / slope
assert abs(slab_delay / DELAY - 1) < 2e-3

# Discrete cluster chain at the example temperature
temperature = 600 + zero_Celsius
thermal_energy = boltzmann * temperature / charge
driving_energy = 0.10
critical_size = 40


class ClusterChain:
    """Clusters gain or lose one atom; monomers are held fixed.

    Attachment frequency is size**(2/3), in arbitrary inverse time.
    Detailed balance fixes detachment. The far end is absorbing.
    """

    def __init__(self, largest):
        size = np.arange(1, largest + 1)
        surface = 1.5 * driving_energy * critical_size**(1 / 3)
        self.work = -driving_energy * size + surface * size**(2 / 3)
        self.equilibrium = np.exp(
            -(self.work - self.work[0]) / thermal_energy)
        self.conductance = size**(2 / 3) * self.equilibrium
        eq, g = self.equilibrium, self.conductance
        diagonal = (g[:-1] + g[1:]) / eq[1:]
        off_diagonal = -g[1:-1] / np.sqrt(eq[1:-1] * eq[2:])
        self.decay, self.modes = eigh_tridiagonal(diagonal, off_diagonal)
        source = np.zeros(largest - 1)
        source[0] = g[0] / np.sqrt(eq[1])
        self.amplitude = self.modes.T @ source / self.decay

    def flux_modes(self, size):
        eq = self.equilibrium
        lower = self.modes[size - 2] / np.sqrt(eq[size - 1])
        upper = self.modes[size - 1] / np.sqrt(eq[size])
        return self.conductance[size - 1] * (lower - upper) * self.amplitude

    def delay(self, size):
        flux = self.flux_modes(size)
        return np.sum(flux / self.decay) / np.sum(flux)


chain = ClusterChain(220)
short_chain = ClusterChain(160)
flux = chain.flux_modes(critical_size)
steady_flux = 1 / np.sum(1 / chain.conductance)
assert abs(np.sum(flux) / steady_flux - 1) < 1e-4
chain_delay = chain.delay(critical_size)
assert abs(short_chain.delay(critical_size) / chain_delay - 1) < 1e-4
larger_size = 2 * critical_size
larger_delay = chain.delay(larger_size)
resistance_beyond = np.cumsum(1 / chain.conductance[::-1])[::-1]
steady_population = chain.equilibrium * steady_flux * resistance_beyond
stored = np.sum(steady_population[critical_size:larger_size])
assert abs((larger_delay - chain_delay) / (stored / steady_flux) - 1) < 1e-3

# Chain and slab series compared at equal delay
relative_time = np.linspace(0, 6, 1201)
chain_decay = np.exp(
    -np.outer(relative_time * chain_delay, chain.decay))
chain_rate = 1 - chain_decay @ flux / np.sum(flux)
chain_count = relative_time - 1 + (
    chain_decay @ (flux / chain.decay)) / (np.sum(flux) * chain_delay)
direct_count = cumulative_trapezoid(chain_rate, relative_time, initial=0)
assert np.max(np.abs(direct_count - chain_count)) < 1e-3
series_count = np.array([count(r * DELAY) / DELAY for r in relative_time])
count_difference = np.max(np.abs(chain_count - series_count))
chain_half = np.interp(0.5, relative_time, chain_rate)
chain_one = np.interp(1.0, relative_time, chain_rate)

# Worked example: seconds, centimetres for densities, nm for lengths
tau = 3600.0
volume_rate = 1e9
thickness_nm = 100.0
front_speed = 0.5
grain_speed = 0.03
anneal_time = 4 * 3600.0
area_rate = volume_rate * thickness_nm * 1e-7
delay = DELAY * tau
x_end = anneal_time / tau
full_count = area_rate * tau * count(x_end)
line_count = area_rate * (anneal_time - delay)
count_at_delay = area_rate * tau * count(DELAY)
tangent_delay = anneal_time - tau * count(x_end) / rate(x_end)
one_percent_time = tau * brentq(
    lambda x: (count(x) - (x - DELAY)) / count(x) - 0.01, 2, 10)
target_density = 1e6  # one per 10 um x 10 um
target_time = tau * brentq(
    lambda x: area_rate * tau * count(x) - target_density, 0.1, 3)

# Sizes of neglected effects
activation = 2.7
temperature_error = 5.0
ramp_rate = 10 / 60
visible_radius = 10.0


def thermal_factor(kelvin):
    """Speed of thermally activated kinetics relative to the anneal."""
    return np.exp(-activation * charge / boltzmann
                  * (1 / kelvin - 1 / temperature))


cold_delay = delay / thermal_factor(temperature - temperature_error)
ramp_time = quad(thermal_factor, temperature - 300, temperature)[0] / ramp_rate
visible_time = visible_radius / grain_speed
times = np.linspace(0, anneal_time, 801)
birth_rate = area_rate * np.array([rate(t / tau) for t in times])
age = np.maximum(times[:, None] - times[None, :], 0)
disc_area = np.pi * (grain_speed * 1e-7 * age)**2
extended_area = trapezoid(disc_area * birth_rate[None, :], times, axis=1)
depleted_count = trapezoid(birth_rate * np.exp(-extended_area), times)
undepleted_count = trapezoid(birth_rate, times)
assert abs(undepleted_count / full_count - 1) < 1e-4
depletion_loss = 1 - depleted_count / undepleted_count
survivor_density = 0.1 * delay * area_rate

print(f"Delay / tau, formula: {DELAY:.6f}")
print(f"Delay / tau, finite-difference slab: {slab_delay:.5f}")
print(f"Delay / tau, lost-rate integral: {lost_time:.6f}")
print(f"Anneal temperature: {temperature:.2f} K")
print(f"Time constant tau: {tau:.0f} s")
print(f"Steady volume rate: {volume_rate:.1e} cm^-3 s^-1")
print(f"Film thickness: {thickness_nm:.0f} nm")
print(f"Steady areal rate: {area_rate:.1e} cm^-2 s^-1")
print(f"Lateral front speed: {front_speed:.2f} nm/s")
print(f"Random-grain growth speed: {grain_speed:.2f} nm/s")
print(f"Apparent delay: {delay:.0f} s = {delay/3600:.3f} h")
print(f"Anneal time: {anneal_time:.0f} s")
print(f"Full count at end: {full_count:.4e} cm^-2")
print(f"Straight-line count at end: {line_count:.4e} cm^-2")
print(f"Line error at end: {100*(1-line_count/full_count):.2f} %")
print(f"Line within 1 % after: {one_percent_time:.0f} s")
print(f"Rate / steady rate at end: {rate(x_end):.4f}")
print(f"Tangent intercept at end: {tangent_delay:.0f} s")
print(f"Rate / steady rate at delay: {rate(DELAY):.4f}")
print(f"Count at delay: {count_at_delay:.3e} cm^-2")
print(f"Front travel during delay: {front_speed*delay:.0f} nm")
print(f"Chosen low nucleus density: {target_density:.1e} cm^-2")
print(f"Time to chosen density: {target_time:.0f} s")
print(f"Front travel to that time: {front_speed*target_time:.0f} nm")
print(f"Activation energy of kinetics: {activation:.1f} eV")
print(f"Delay if {temperature_error:.0f} K colder: {cold_delay:.0f} s")
print(f"Delay change if colder: {100*(cold_delay/delay-1):.1f} %")
print(f"Furnace ramp rate: {60*ramp_rate:.0f} K/min")
print(f"Ramp-equivalent anneal time: {ramp_time:.0f} s")
print(f"Visible grain radius: {visible_radius:.0f} nm")
print(f"Added time to visible radius: {visible_time:.0f} s")
print(f"Extended grain area fraction at end: {extended_area[-1]:.4f}")
print(f"Count lost to grain coverage: {100*depletion_loss:.2f} %")
print(f"Survivors cutting delay by 10 %: {survivor_density:.2e} cm^-2")
print(f"Chain driving energy: {driving_energy:.2f} eV/atom")
print(f"Chain critical size: {critical_size:d} atoms")
barrier = chain.work[critical_size - 1] - chain.work[0]
print(f"Chain barrier above monomer: {barrier:.3f} eV")
print(f"Chain rate / steady at half delay: {chain_half:.4f}")
print(f"Series rate / steady at half delay: {rate(DELAY/2):.4f}")
print(f"Chain rate / steady at delay: {chain_one:.4f}")
print(f"Largest count gap / (I_s delay): {100*count_difference:.2f} %")
print(f"Chain delay ratio, size {larger_size} to {critical_size}: "
      f"{larger_delay/chain_delay:.3f}")
print("all tests passed")
```

Output:

```
Delay / tau, formula: 1.644934
Delay / tau, finite-difference slab: 1.64454
Delay / tau, lost-rate integral: 1.644934
Anneal temperature: 873.15 K
Time constant tau: 3600 s
Steady volume rate: 1.0e+09 cm^-3 s^-1
Film thickness: 100 nm
Steady areal rate: 1.0e+04 cm^-2 s^-1
Lateral front speed: 0.50 nm/s
Random-grain growth speed: 0.03 nm/s
Apparent delay: 5922 s = 1.645 h
Anneal time: 14400 s
Full count at end: 8.6101e+07 cm^-2
Straight-line count at end: 8.4782e+07 cm^-2
Line error at end: 1.53 %
Line within 1 % after: 15511 s
Rate / steady rate at end: 0.9634
Tangent intercept at end: 5463 s
Rate / steady rate at delay: 0.6167
Count at delay: 1.387e+07 cm^-2
Front travel during delay: 2961 nm
Chosen low nucleus density: 1.0e+06 cm^-2
Time to chosen density: 2760 s
Front travel to that time: 1380 nm
Activation energy of kinetics: 2.7 eV
Delay if 5 K colder: 7281 s
Delay change if colder: 23.0 %
Furnace ramp rate: 10 K/min
Ramp-equivalent anneal time: 138 s
Visible grain radius: 10 nm
Added time to visible radius: 333 s
Extended grain area fraction at end: 0.0831
Count lost to grain coverage: 2.33 %
Survivors cutting delay by 10 %: 5.92e+06 cm^-2
Chain driving energy: 0.10 eV/atom
Chain critical size: 40 atoms
Chain barrier above monomer: 1.587 eV
Chain rate / steady at half delay: 0.0440
Series rate / steady at half delay: 0.1946
Chain rate / steady at delay: 0.5816
Largest count gap / (I_s delay): 8.48 %
Chain delay ratio, size 80 to 40: 2.739
all tests passed
```
